# Franck-Condon factors for displaced, unequal oscillators: guarded recursion and sum rules

## Definitions and conventions

A carrier captured by a defect in a solid changes the charge of the defect and hence the potential felt by the surrounding atoms. In a one-mode harmonic model, the vibrational part of this transition is an overlap between the states of two parabolic wells. Let $Q$ be a mass-weighted coordinate and $P$ its momentum, with $[Q,P]=i\hbar$. The vibrational Hamiltonians before and after the transition are

$$H_i=\tfrac12P^2+\tfrac12\omega_i^2Q^2,\qquad H_f=\tfrac12P^2+\tfrac12\omega_f^2(Q-d)^2 .$$

Electronic energy offsets are kept apart. The levels are $\varepsilon_m=\hbar\omega_i(m+\frac12)$ and $\varepsilon_n=\hbar\omega_f(n+\frac12)$; $m$ always labels the initial well and $n$ the final one. The task is to compute

$$S_{mn}=\langle m_i|n_f\rangle,\qquad 0\le m\le M,\quad 0\le n\le N,$$

and the Franck-Condon factors $S_{mn}^2$. Both ground-state wavefunctions are chosen real and positive, and higher states follow by ladder operators with positive square roots. This fixes every sign. The parameters are

$$\delta=d\sqrt{\frac{\omega_f}{2\hbar}},\quad \lambda=\tfrac12\omega_f^2d^2=\hbar\omega_f\delta^2,\quad c=\frac{\omega_f+\omega_i}{2\sqrt{\omega_i\omega_f}},\quad s=\frac{\omega_f-\omega_i}{2\sqrt{\omega_i\omega_f}},\quad t=\frac sc .$$

Here $\lambda$ is the relaxation energy in the final well. From the definitions, $c^2-s^2=1$ and $c+s=\sqrt{\omega_f/\omega_i}$.

## Deriving the recursion

Let $a$ and $b$ be the lowering operators of the initial and final wells:

$$b=\sqrt{\frac{\omega_f}{2\hbar}}(Q-d)+\frac{iP}{\sqrt{2\hbar\omega_f}} .$$

Insert $Q=\sqrt{\hbar/2\omega_i}\,(a+a^\dagger)$ and $P=-i\sqrt{\hbar\omega_i/2}\,(a-a^\dagger)$:

$$b=\tfrac12\sqrt{\frac{\omega_f}{\omega_i}}(a+a^\dagger)+\tfrac12\sqrt{\frac{\omega_i}{\omega_f}}(a-a^\dagger)-\delta=ca+sa^\dagger-\delta .$$

Acting to the left, $\langle m|a=\sqrt{m+1}\,\langle m+1|$ and $\langle m|a^\dagger=\sqrt m\,\langle m-1|$. Acting to the right, $b|n_f\rangle=\sqrt n\,|(n-1)_f\rangle$ and $b^\dagger|n_f\rangle=\sqrt{n+1}\,|(n+1)_f\rangle$. The matrix elements of $b$ and $b^\dagger=ca^\dagger+sa-\delta$ therefore give

$$\sqrt n\,S_{m,n-1}=c\sqrt{m+1}\,S_{m+1,n}+s\sqrt m\,S_{m-1,n}-\delta S_{mn},$$

$$\sqrt{n+1}\,S_{m,n+1}=c\sqrt m\,S_{m-1,n}+s\sqrt{m+1}\,S_{m+1,n}-\delta S_{mn}.$$

Solving the first equation for $S_{m+1,n}$ gives the rule that raises $m$:

$$\sqrt{m+1}\,S_{m+1,n}=\frac{\sqrt n}{c}S_{m,n-1}-t\sqrt m\,S_{m-1,n}+\frac{\delta}{c}S_{mn}. \tag{A}$$

Substitute this into the second equation. The coefficient of $\sqrt m\,S_{m-1,n}$ becomes $c-s^2/c=1/c$, and that of $S_{mn}$ becomes $\delta s/c-\delta=-\delta(1-t)$. The rule that raises $n$ is

$$\sqrt{n+1}\,S_{m,n+1}=\frac{\sqrt m}{c}S_{m-1,n}+t\sqrt n\,S_{m,n-1}-\delta(1-t)S_{mn}. \tag{B}$$

Neither rule refers to an entry beyond the retained table, so truncation does not alter the entries that are kept.

The seed is the overlap of two Gaussians:

$$S_{00}=\frac{(\omega_i\omega_f)^{1/4}}{\sqrt{\pi\hbar}}\int dQ\,\exp\left[-\frac{\omega_iQ^2+\omega_f(Q-d)^2}{2\hbar}\right].$$

With $Q_0=\omega_fd/(\omega_i+\omega_f)$, completing the square gives

$$\omega_iQ^2+\omega_f(Q-d)^2=(\omega_i+\omega_f)(Q-Q_0)^2+\frac{\omega_i\omega_f}{\omega_i+\omega_f}d^2 .$$

The remaining integral is $\sqrt{2\pi\hbar/(\omega_i+\omega_f)}$. Since $d^2=2\hbar\delta^2/\omega_f$,

$$S_{00}=c^{-1/2}e^{-g},\qquad g=\frac{\delta^2\omega_i}{\omega_i+\omega_f}. \tag{C}$$

Two limits check the rules. For equal frequencies, $t=0$, $c=1$, and row zero of (B) gives $S_{0n}=e^{-\delta^2/2}(-\delta)^n/\sqrt{n!}$, whose square is a Poisson distribution. For zero displacement, entries with odd $m+n$ vanish by parity, and (B) gives

$$S_{0,2k}=c^{-1/2}t^k\frac{\sqrt{(2k)!}}{2^kk!},\qquad \sum_kS_{0,2k}^2=\frac1{c\sqrt{1-t^2}}=1,$$

because $1-t^2=1/c^2$.

## Rounding and the choice of precision

The recursions are algebraically exact, but their terms can cancel. For the example below, (B) gives

$$S_{11}=\frac{S_{00}}c-\delta(1-t)S_{10}=1.071\times10^{-5}-2.449\times10^{-4}=-2.342\times10^{-4}.$$

The cancellation is mild here. Over many steps the greater danger is amplification: the rules can enlarge an earlier rounding error again and again, even when each step cancels only mildly and the true overlaps never exceed one in magnitude.

A sensible filling order raises the larger index: use (B) to reach an entry with $n\ge m$, and (A) otherwise. The coefficient of the diagonal predecessor is then at most $1/c$. This does not ensure stability. In (B), the displacement coefficient for reaching level $n$ is $\delta(1-t)/\sqrt n$, which exceeds one in magnitude while $n<\delta^2(1-t)^2$.

A usable guarantee comes from the linear structure. Expanding the recursion back to the seed writes $S_{mn}$ as a sum over paths, each contributing $S_{00}$ times a product of coefficients. Let $B_{mn}$ be the same sum with every coefficient replaced by its absolute value. It obeys the same recursion with all signs positive, so it can be computed without cancellation.

A path to $(m,n)$ has at most $m+n$ steps. One step includes the rounding of its coefficient, two square roots, products, additions and a division; 20 roundings cover these, provided $1-t$ is computed as $2\omega_i/(\omega_i+\omega_f)$ and $t$ as $(\omega_f-\omega_i)/(\omega_f+\omega_i)$. Subtracting a rounded $t$ from one would lose digits when $\omega_f\gg\omega_i$. In the seed, a relative error in $g$ becomes an absolute error in the exponent, so its contribution grows with $g$; $10g$ covers it. With unit roundoff $u$, and to first order in $u$,

$$|\Delta S_{mn}|\le u\,K_{mn}B_{mn},\qquad K_{mn}=20(m+n+1)+10g. \tag{D}$$

The inputs are taken as given numbers; uncertainty in the physical parameters is a separate matter. For a target absolute error $10^{-q}$, work with

$$p=q+\left\lceil\log_{10}\max_{mn}K_{mn}B_{mn}\right\rceil+1$$

decimal digits. The bound is pessimistic mainly because one rounding error travels along many paths whose signed contributions largely cancel, whereas the majorant adds their magnitudes; the price is extra digits.

## Pseudocode and cost

```
fill(sign_mode, precision):
    S[0,0] = exp(-g) / sqrt(c)
    coefficients:
        diag = 1/c
        n2 = t       n1 = -2*delta*omega_i/(omega_i+omega_f)   (equals -delta*(1-t))
        m2 = -t      m1 = delta/c
    if sign_mode is positive:
        replace n2, n1, m2, m1 by absolute values
    for m = 0..M, for n = 0..N, except (0,0):
        if n >= m:
            S[m,n] = (diag*sqrt(m)*S[m-1,n-1]
                      + n2*sqrt(n-1)*S[m,n-2]
                      + n1*S[m,n-1]) / sqrt(n)
        else:
            S[m,n] = (diag*sqrt(n)*S[m-1,n-1]
                      + m2*sqrt(m-1)*S[m-2,n]
                      + m1*S[m-1,n]) / sqrt(m)
        (a term containing a negative index is zero)
    return S

B = fill(positive, double)
p = q + ceil(log10(max(K*B))) + 1
S = fill(signed, p digits)
evaluate sum-rule residuals; enlarge N or M if needed
```

The number of entries is $(M+1)(N+1)$ and the work per entry is fixed, so both passes cost $O(MN)$ arithmetic operations. The second pass uses slower multiprecision operations. If rows are consumed as they are produced, storing the current row and the two before it is sufficient.

A starting value for $N$ comes from the classical turning point $Q=-A$, with $A=\sqrt{2\hbar(m+\frac12)/\omega_i}$. The final potential there, divided by $\hbar\omega_f$, is

$$n_{\rm start}\approx\left[\delta+\sqrt{(m+\tfrac12)\omega_f/\omega_i}\right]^2 .$$

To see when this is the largest classical final energy, take $d\ge0$ and add the kinetic energy $\varepsilon_m-\frac12\omega_i^2Q^2$ to the final potential at $Q$. The sum is $\varepsilon_m+\lambda-\omega_f^2dQ-\frac12(\omega_i^2-\omega_f^2)Q^2$, and its maximum over $|Q|\le A$ lies at $Q=-A$ if $(\omega_i^2-\omega_f^2)A\le\omega_f^2d$. This holds in the example below. Otherwise the maximum lies inside the well and equals $\varepsilon_m+\lambda\omega_i^2/(\omega_i^2-\omega_f^2)$; divide that energy by $\hbar\omega_f$ instead. Quantum tails extend beyond either estimate, so the sum rules must decide the final value.

## Completeness and number moments

The final states are complete. For any polynomial $f$,

$$\sum_{n=0}^{\infty}f(n)S_{mn}^2=\langle m|f(b^\dagger b)|m\rangle .$$

With $f=1$ this is completeness, $\sum_nS_{mn}^2=1$. For the mean, use

$$b|m\rangle=c\sqrt m\,|m-1\rangle+s\sqrt{m+1}\,|m+1\rangle-\delta|m\rangle .$$

The three components are orthogonal, so the squared norm is

$$\langle n\rangle_m=c^2m+s^2(m+1)+\delta^2 .$$

For the variance, expand

$$b^\dagger b=c^2a^\dagger a+s^2aa^\dagger+cs(a^{\dagger2}+a^2)-\delta(c+s)(a+a^\dagger)+\delta^2 .$$

The variance is the squared norm of the part of $b^\dagger b|m\rangle$ orthogonal to $|m\rangle$. The quadratic terms lead to $m\pm2$ and the linear terms to $m\pm1$, so they do not interfere:

$$\mathrm{Var}_m(n)=c^2s^2[(m+1)(m+2)+m(m-1)]+\delta^2(c+s)^2(2m+1)$$

$$\phantom{\mathrm{Var}_m(n)}=2c^2s^2(m^2+m+1)+\delta^2\frac{\omega_f}{\omega_i}(2m+1).$$

Let $R_k$ be the closed value of $\langle n^k\rangle$ minus the sum through $N$. In exact arithmetic it is the omitted tail, where every $n\ge N+1$. Hence

$$0\le R_0\le\frac{R_1}{N+1}\le\frac{R_2}{(N+1)^2}. \tag{E}$$

The inequalities survive averaging over initial levels with nonnegative weights. The deficit in the mean final energy is $\hbar\omega_f(R_1+R_0/2)$, where the second term is the zero-point part. This turns the residuals into an energy error.

## Thermal energy moments

Let $W=\varepsilon_n-\varepsilon_m$ be the vibrational energy absorbed. Because $H_i|m\rangle=\varepsilon_m|m\rangle$,

$$(H_f-\varepsilon_m)|m\rangle=(H_f-H_i)|m\rangle=\Delta V|m\rangle,$$

$$\Delta V=\lambda-\omega_f^2dQ+\tfrac12(\omega_f^2-\omega_i^2)Q^2 .$$

The first two moments of $W$ therefore equal those of $\Delta V$. This replacement stops at the third moment: $\langle m|\Delta V(H_f-\varepsilon_m)\Delta V|m\rangle$ has the energy operator between two factors, where it no longer acts directly on $|m\rangle$.

In thermal equilibrium the position distribution of the initial oscillator is Gaussian with

$$\sigma^2=\langle Q^2\rangle=\frac{\hbar C}{2\omega_i},\qquad C=\coth\frac{\hbar\omega_i}{2kT}.$$

Odd moments vanish and $\langle Q^4\rangle=3\sigma^4$, so $\mathrm{Var}(Q^2)=2\sigma^4$. Using $\omega_f^4d^2=2\lambda\omega_f^2$,

$$\langle W\rangle=\lambda+\frac{\hbar(\omega_f^2-\omega_i^2)C}{4\omega_i},$$

$$\mathrm{Var}\,W=\frac{\lambda\hbar\omega_f^2C}{\omega_i}+\frac12\left[\frac{\hbar(\omega_f^2-\omega_i^2)C}{2\omega_i}\right]^2 .$$

These formulas test sums over the thermally weighted table; errors in rows of very small thermal weight can pass unnoticed. Cutting the initial ladder at $M$ omits thermal weight $x^{M+1}$, where $x=e^{-\hbar\omega_i/kT}$.

## Worked example: a model trap

Take $\hbar\omega_i=0.060$ eV, $\hbar\omega_f=0.045$ eV, $\lambda=0.90$ eV and $T=400$ K. These are round model parameters, not those of an identified defect. They give $\delta^2=0.90/0.045=20$, $t=-0.015/0.105=-0.1429$ and $c=1.01036$. The seed exponent is $g=20(0.060/0.105)=11.43$, so $S_{00}=1.082\times10^{-5}$.

For $m=0$, $\langle n\rangle=s^2+\delta^2=0.0208+20=20.02$ and the variance is $0.0425+15=15.04$. The largest factor is $S_{0,20}^2=0.102$. The classical estimate for $m=15$ gives $n_{\rm start}\approx(4.47+3.41)^2\approx62$; the calculation keeps $N=160$ and $M=15$.

For $q=20$, the majorant calls for 35 digits. Against a run with 30 more digits, the guarded table has a maximum absolute error of $9.2\times10^{-31}$. It agrees with direct quadrature of the wavefunctions to $4.3\times10^{-15}$. Double precision with the same filling order has a maximum absolute error of $3.7\times10^{-10}$, far below its bound of $7.9\times10^{-3}$ but far above machine roundoff.

After thermal averaging, a cut at $N=40$ leaves $R_0=6.72\times10^{-5}$ and $R_1=2.82\times10^{-3}$. The missing mean energy is

$$0.045\,(2.822\times10^{-3}+3.4\times10^{-5})\ \mathrm{eV}\approx1.29\times10^{-4}\ \mathrm{eV}.$$

At $N=50$, $R_0$ has fallen to $3.3\times10^{-8}$. At $N=70$, the computed $R_2$ is $-4.7\times10^{-14}$. A true tail cannot be negative: this is the rounding floor of the double-precision summation, and residuals at that level no longer measure truncation.

For the energy moments, $C=1.4254$. The mean is $0.9000-0.0094=0.8906$ eV. The variance is $0.043297+0.000175=0.043472\ \mathrm{eV}^2$, an rms width of 0.2085 eV. The explicit double sums agree with the closed forms to all eight printed decimals.

## What global convergence does not show

A transition that releases electronic energy $E$ requires $W=E$. Let $w_m=(1-x)x^m$ be the thermal weights and $G$ a normalized Gaussian. The broadened vibrational line shape is

$$F(E)=\sum_{mn}w_mS_{mn}^2\,G(\varepsilon_n-\varepsilon_m-E).$$

In the golden rule with constant electronic coupling, $F$ multiplies the squared coupling. Nonradiative capture is usually treated with a coupling linear in $Q$; $S_{mn}$ is then replaced by $\langle m_i|Q-Q_{\rm ref}|n_f\rangle$, which follows from neighbouring entries of the same table through $Q=\sqrt{\hbar/2\omega_i}\,(a+a^\dagger)$. For $E=0.30$ eV and a Gaussian standard deviation of 0.020 eV, the example gives $F=0.0409\ \mathrm{eV}^{-1}$.

Keeping final levels through $n=20$ changes this $F$ by a relative $4.8\times10^{-8}$, although 46% of the total probability is missing. The resonance condition explains this. Reaching $n=21$ at $W=0.30$ eV requires

$$m=\frac{0.045(21.5)-0.30}{0.060}-\frac12\approx10.6,$$

and initial levels that high have very little thermal weight.

The initial ladder behaves differently. Keeping $m\le2$ omits 0.54% of the thermal weight but loses 14.8% of $F$. Hotter initial levels are rare, yet in this case their overlaps at low $W$ are large enough to matter. A calculation of capture at a specified energy should therefore test convergence of $F(E)$ in both $M$ and $N$, in addition to the global sum rules. These numbers also depend on the chosen broadening, which here is smaller than the line spacing $\hbar\omega_f$: a standard deviation of 0.010 eV gives $F=0.0330\ \mathrm{eV}^{-1}$ and a loss of 24%, and one of 0.030 eV gives $0.0431\ \mathrm{eV}^{-1}$ and 13.5%. The broadening is a model input, and the sensitivity of $F$ to it must be stated with the result.

Absolute accuracy also needs care for weak transitions. An absolute error $\Delta S$ gives a relative error of about $2|\Delta S/S|$ in the factor $S^2$. Here $S_{00}^2=1.17\times10^{-10}$: deleting it changes completeness by that small amount but removes the whole $0\to0$ transition. Choose $q$ from the smallest overlap that matters.

## Failure modes

**Strong coupling in fixed precision.** For the same frequencies with $\delta^2=60$, $M=60$ and $N=300$, raising the larger index in double precision gives a maximum error of $4.5\times10^9$, although true overlaps cannot exceed one in magnitude. Raising the initial index throughout gives $6.5\times10^{15}$. The first order has the smaller maximum error in this case, but neither table can be used as a whole. The lowest rows remain accurate in both; the large errors occur at higher initial levels. The guarded calculation uses 66 digits and reaches an error of $2.1\times10^{-42}$.

**Sign errors.** Row sums contain squares and cannot detect a wrong sign of a stored entry. Row orthogonality, $\sum_nS_{mn}S_{m'n}=0$ for $m\ne m'$, supplies a separate check. It still misses a sign shared by a whole row or column, which comparison with direct quadrature detects. The largest deviation from orthonormality is $4.4\times10^{-16}$ for the guarded example and $6.1\times10^{-10}$ for its double-precision counterpart.

**Exponent range.** If $g$ is so large that $e^{-g}$ underflows in double precision, the majorant is lost as well. It must then be evaluated in arithmetic with a wider exponent range. The same remedy applies if the majorant overflows.

**Model limits.** Anharmonic wells, mixing among several modes and coordinate-dependent electronic coupling invalidate the one-mode formulas or require additional factors. The sum rules are necessary checks on the evaluation of the harmonic model. A finite set of them does not prove every entry correct, and none of them shows that the model describes a particular trap. Checks and further values are in the numerical output.

## Values computed for the example and the checks

```
initial quantum 0.060 eV, final quantum 0.045 eV
relaxation energy in final well 0.90 eV
temperature 400 K, kT = 0.034469 eV
highest levels kept: initial 15, final 160
delta^2 = 20.0000, delta = 4.472136
c = 1.010363, s = -0.144338, t = -0.142857
S_00 = 1.082420e-05, S_00^2 = 1.171633e-10
S_01 = -5.532262e-05, S_10 = 4.791079e-05
S_11 = -2.341595e-04
strongest factor from m=0: n = 20, value 0.102335
m=0: mean n = 20.020833, variance n = 15.042535
working digits 35, target 1e-20, reached 9.2e-31
guarded vs quadrature: wf<wi 4.3e-15, wf>wi 5.2e-15
double vs quadrature: wf<wi 3.7e-10, wf>wi 1.1e-11
double vs reference: max error 3.7e-10, bound 7.9e-03
double, max relative error for m=0, n=0..20: 5.7e-16
row-orthonormality defect: guarded 4.4e-16, double 6.1e-10
max row residuals of moments 0, 1, 2: 1.1e-16, 7.1e-15, 6.8e-13
thermal residuals after cutting the final ladder at N:
  N=20: R0=4.616e-01, R1=1.120e+01, R2=2.760e+02
  N=30: R0=1.907e-02, R1=6.208e-01, R2=2.028e+01
  N=40: R0=6.720e-05, R1=2.822e-03, R2=1.186e-01
  N=50: R0=3.309e-08, R1=1.712e-06, R2=8.859e-05
  N=70: R0=2.023e-18, R1=1.864e-17, R2=-4.697e-14
thermal weight above m=15: 8.03e-13
mean W: sum 0.89064566 eV, closed 0.89064566 eV
var W: sum 0.04347222 eV^2, closed 0.04347222 eV^2
rms width of W = 0.208500 eV
line shape at 0.30 eV, broadening 0.020 eV:
  full sum 4.088884e-02 per eV
  final levels 0..20: 4.088884e-02 per eV, loss 4.84e-08
  initial levels 0..2: 3.482179e-02 per eV, loss 0.1484
  thermal weight above m=2: 0.005396
strong case: delta^2=60, M=60, N=300
  double, larger index raised: max error 4.5e+09, bound 5.4e+28, defect 3.3e+20
  double, initial index raised: max error 6.5e+15, bound 5.4e+28, defect 3.9e+32
  guarded: 66 digits, error 2.1e-42, defect 6.7e-16
```
